Why p⁵nl levels form pairs, and when the pairs disappear

**What goes wrong with LS labels**

Suppose the levels of an excited noble-gas configuration p⁵nf are sorted into singlets and triplets. One looks for three-level multiplets with regular intervals and for singlets standing apart. In the regime treated here neither appears: the twelve levels form six close pairs. The labels fail too. One of the J = 4 levels is, to leading order, 5/9 ¹G and 4/9 ³G, so neither name describes it.

The useful label is K, the angular momentum of everything except the spin of the outer electron. The pairs arise because that spin is almost a spectator. Strong core spin-orbit coupling has a different task: it makes the core angular momentum j_c a good label. Confusing the two roles leads to wrong expectations for d electrons and for the levels on the j_c = 1/2 core, as shown below.

**The model and the sign of the core terms**

Take one configuration p⁵nl with l ≥ 2. Hartree atomic units are used, and the common monopole energy is dropped. Four terms remain: core spin-orbit coupling ζ_c, the direct quadrupole interaction F2, the exchange integrals G^k, and outer spin-orbit coupling ζ_l.

The core is a filled shell with one electron missing. Write a⁻¹ for the core with orbital a empty. For a one-electron operator o, anticommutation gives

⟨a⁻¹|Σo|b⁻¹⟩ = δ_ab Tr o − ⟨b|o|a⟩.

The hole has the angular momentum of the time-reversed missing electron. Rewriting ⟨b|o|a⟩ with time-reversed states leaves the quadrupole and l·s unchanged but reverses l and s. With the minus sign above, the core therefore behaves like one p electron with ordinary angular momenta L_c = 1 and S_c = 1/2, but with reversed quadrupole and reversed spin-orbit energy:

H_core = −ζ_c L_c·S_c
L_c·S_c = [j_c(j_c+1) − 2 − 3/4]/2.

The last expression is 1/2 for j_c = 3/2 and −1 for j_c = 1/2. Hence

E(3/2) = −ζ_c/2, E(1/2) = +ζ_c,

and the core splitting is 3ζ_c/2.

**Why there are pairs**

Keep only the core spin-orbit and direct quadrupole terms. They contain L_c, S_c and the outer orbital momentum l, but not the outer spin s. They are also unchanged by a joint rotation of core and outer orbit. Therefore

K = j_c + l

is conserved, and the energy cannot depend on how s is added to K. The levels J = K + 1/2 and J = K − 1/2 coincide. This holds in the model for any ratio of ζ_c to F2.

For j_c = 3/2 there are four values of K, from l − 3/2 to l + 3/2. For j_c = 1/2 there are two, l ± 1/2. That makes six pairs. If ζ_c vanished, the energy would depend on L = L_c + l alone, and the pairs K = L ± 1/2 would merge. The core coupling thus separates and names the pairs, while the absence of forces on s creates them.

**From LS to jK with two 6j symbols**

Exchange is simple in LS coupling, so its effect on a pair requires a change of basis. The coupling orders are

jK: [((L_c S_c)j_c, l)K, s]J
LS: [(L_c l)L, (S_c s)S]J.

The definition of the 6j symbol is

⟨((a b)e, c)J|(a,(b c)f)J⟩ = (−1)^(a+b+c+J) √[(2e+1)(2f+1)] {a b e; c J f}.

Exchanging two momenta a, b coupled to e gives a factor (−1)^(a+b−e).

The first move takes ((L_c S_c)j_c, l)K to ((L_c l)L, S_c)K. Set a = S_c, b = L_c, c = l. Two pairs must be reordered, (L_c S_c)j_c and (L S_c)K, so the phase exponent is

(S_c+L_c+l+K) + (L_c+S_c−j_c) + (L+S_c−K) = 3S_c + 2L_c + l + L − j_c.

With L_c = 1 and S_c = 1/2 the phase is (−1)^(3/2−j_c+l+L). The 6j symbol is {S_c L_c j_c; l K L}.

The second move takes ((L S_c)K, s)J to (L,(S_c s)S)J. It needs no reordering; its phase is (−1)^(L+1+J) and its symbol is {L S_c K; s J S}. In the product of phases, 2L drops out, and 5/2 − j_c has the same parity as j_c − 1/2 for both core values. The result is

⟨j_c K J|L S J⟩ = (−1)^(l+J+j_c−1/2) √[(2j_c+1)(2L+1)(2K+1)(2S+1)] × {S_c L_c j_c; l K L}{L S_c K; s J S}.

For l = 3, J = 4, j_c = 3/2 and K = 9/2, the coefficients of ¹G, ³F and ³G are 0.745, 0 and 0.667. The zero has a plain reason: L = 3 and S_c = 1/2 cannot make K = 9/2. The squares give the 5/9 and 4/9 quoted above.

**How the quadrupole separates the pairs**

Let n and n′ be unit vectors towards a core electron and the outer electron. The quadrupole angular factor is

P₂(n·n′) = (3/2) Σ_ij (n_i n_j − δ_ij/3)(n′_i n′_j − δ_ij/3).

Within fixed l, the second bracket is proportional to the symmetric traceless tensor built from l. The constant follows from the zz component in the state m = l, where ⟨cos²θ⟩ = 1/(2l+3):

b_l = [1/(2l+3) − 1/3]/[l² − l(l+1)/3] = −2/[(2l−1)(2l+3)].

For a p electron with j = 3/2, the state m = 3/2 has orbital m = 1. Its zz component is 1/5 − 1/3 = −2/15, while the corresponding component built from j is 9/4 − 5/4 = 1. Thus b_(3/2) = −2/15.

Next contract the two tensors. Put X = j_c·l. Symmetrizing the product of two components of j_c costs a commutator, which contributes X/2. The contraction is

X² + X/2 − j_c(j_c+1)l(l+1)/3.

Including the factor 3/2 and the minus sign of the hole gives

E_d(3/2,K) = −F2 · (2/5)/[(2l−1)(2l+3)] · [X² + X/2 − 5l(l+1)/4]
X = [K(K+1) − 15/4 − l(l+1)]/2.

For f electrons the prefactor is −2F2/225. At K = 3/2, X = −6 and the bracket is 36 − 3 − 15 = 18, so E_d = −0.160 F2. The values for K = 5/2, 7/2 and 9/2 are +0.040, +0.133 and −0.067 F2. Pairs on the j_c = 3/2 core are therefore separated in first order.

A core with j_c = 1/2 has no quadrupole moment, because a rank-two tensor has no diagonal elements within j = 1/2. Its two pairs have the same energy to first order in F2. They separate through the coupling V to the j_c = 3/2 state of the same K.

To find V, use the LS energies. The same contraction with L_c in place of j_c has b₁ = −2/5 and gives

E_d(L) = −F2 · (6/5)/[(2l−1)(2l+3)] · [Y² + Y/2 − 2l(l+1)/3]
Y = [L(L+1) − 2 − l(l+1)]/2.

For f electrons this is −0.160, +0.200 and −0.067 F2 for L = 2, 3 and 4. For K = l ± 1/2, two values of L contribute, L = K − 1/2 and L = K + 1/2. In the jK basis the same 2×2 quadrupole matrix has one zero diagonal element, so its determinant is −V². In the LS basis it is the product of the two energies. Hence

V² = −E_d(K−1/2) E_d(K+1/2).

This gives V² = 0.0320 F2² for K = 5/2 and 0.0133 F2² for K = 7/2. Within the one configuration, and to leading order in F2/ζ_c, the upper pairs are separated by

δ = (0.0320 − 0.0133)F2²/(3ζ_c/2).

In this regime, where ζ_c is much larger than F2, a still larger ζ_c makes j_c purer but brings these two pairs closer together. This δ keeps only the intermediate state with the same n and l. The quadrupole also couples to j_c = 3/2 states with other n and with l ± 2, at the same order. Those terms gain weight as the core splitting approaches the Rydberg spacing, about 1/n³.

**How exchange splits a pair**

Let p, p′ denote core orbitals and λ, λ′ outer orbitals, spin included. The exchange part of the Coulomb interaction is

H_x = −Σ ⟨pλ|λ′p′⟩ c†_p c_p′ c†_λ c_λ′.

Replace c†_p c_p′ by δ_pp′ − c_p′ c†_p. The delta term is exchange with a full p shell, a common shift. In the remainder, moving c†_λ left past two operators produces two minus signs:

H_x′ = +Σ ⟨pλ|λ′p′⟩ (c†_λ c_p′)(c†_p c_λ′).

The right-hand bracket returns the outer electron to the hole and makes the closed shell |0⟩. The left-hand bracket lifts an electron out again. Expand the Coulomb interaction in multipoles C^k_q and define

D†_kq = Σ ⟨λ|C^k_q|p⟩ c†_λ c_p.

Then, within p⁵nl,

H_x′ = Σ_kq G^k D†_kq|0⟩⟨0|D_kq.

The operator D†_kq does not touch spin, so it creates a singlet with L = k. Parity and the triangle rule leave k = l ± 1. Apart from the common shift, exchange thus moves only two terms, the singlets with L = l − 1 and L = l + 1.

The shift is G^k times the squared norm of D†_kq|0⟩. Summing over both spins gives

Δ_k = 2G^k⟨1‖C^k‖l⟩²/(2k+1)
⟨1‖C^k‖l⟩² = 3(2l+1)(1 l k; 0 0 0)².

The squared 3j symbol is half the integral of P₁P_lP_k. From (2l+1)xP_l = (l+1)P_(l+1) + lP_(l−1), it equals l/[(2l+1)(2l−1)] for k = l − 1 and (l+1)/[(2l+1)(2l+3)] for k = l + 1. Therefore

Δ_(l−1) = 6l G^(l−1)/(2l−1)²
Δ_(l+1) = 6(l+1) G^(l+1)/(2l+3)².

A singlet has J = L, so exchange moves only levels with J = l ± 1. Each pair has exactly one such member. It has the larger J for K = l − 3/2 and l + 1/2, and the smaller J for K = l − 1/2 and l + 3/2.

The first-order shift of that member is Δ_J times its singlet weight w. For S = 0 and L = J, the square of the second 6j symbol is 1/[2(2J+1)], so the squared transformation coefficient reduces to

w = (2j_c+1)(2K+1)/2 · {1/2 1 j_c; l K J}².

**The second source of splitting**

Outer spin-orbit coupling, ζ_l l·s, also acts on the spectator spin. Within fixed K, replace l by its projection g_K K. Since j_c = K − l,

g_K = [K(K+1) + l(l+1) − j_c(j_c+1)]/[2K(K+1)].

The product K·s is K/2 for J = K + 1/2 and −(K+1)/2 for J = K − 1/2. The complete first-order splitting in this model is

E(K+1/2) − E(K−1/2) = ±wΔ_J + ζ_l g_K(K+1/2),

with the plus sign when the member moved by exchange has the larger J. Weak exchange alone is therefore not enough for close pairs; ζ_l must be small as well.

**How large the terms are**

The direct integral needs no overlap between core and outer orbital. If the outer electron stays outside the core,

F2 ≈ ⟨r²⟩_core ⟨r⁻³⟩_outer.

Exchange contains the product of the two orbitals twice. An outer orbital starts as r^l at small r, so the centrifugal barrier suppresses this product as l grows.

For a model atom, choose a 2p core orbital with radial function P(r) ∝ r² exp(−3r), ζ_c = 0.0020 hartree, and hydrogenic outer orbitals of net charge 1. The core splitting is 0.0030 hartree, or 658 cm⁻¹. The core has ⟨r²⟩ = 0.833, and for 4f

⟨r⁻³⟩ = 1/[4³ · 3 · 3.5 · 4] = 1/2688.

Their product is 310 microhartree (10⁻⁶ hartree), in agreement with the integrated F2 to the digits given. In microhartree, the integrals are:

4f: F2 = 310, G² = 0.123, G⁴ = 0.080, ζ_l = 0.0099
4d: F2 = 859, G¹ = 40.6, G³ = 23.7, ζ_l = 0.028

From 4d to 4f, the ratio of the lower-rank exchange integral to F2 falls from 0.047 to 0.0004.

Consider the 4f pair with j_c = 3/2 and K = 3/2. Exchange moves J = 2, the larger J, with w = 0.400. Its contribution is

0.400 × (18/25) × 0.1228 = 0.0354 microhartree.

For the outer spin-orbit term, g_K = 12/7.5 = 1.6, and the contribution is

0.00991 × 1.6 × 2 = 0.0317 microhartree.

The sum is 0.067 microhartree, as is the diagonalized splitting. This is the widest 4f pair, at 0.015 cm⁻¹, compared with F2 = 68 cm⁻¹.

The two contributions can also oppose each other. For j_c = 1/2 and K = 5/2, exchange gives −0.0295 and outer spin-orbit coupling +0.0340, leaving +0.0045 microhartree. Diagonalization gives +0.0055. The first-order value is 18 to 19% below the diagonalized one because a small difference magnifies small corrections. The neglected j_c = 3/2 admixture has amplitude V/(3ζ_c/2) ≈ 0.018. It leaves the outer spin-orbit term unchanged to first order, because l·s does not act on the core and so has no elements between j_c = 1/2 and j_c = 3/2. It does interfere in the exchange term. The singlet weights of the two K = 5/2 states are 0.333 and 0.267, so the exchange shift changes by 2 × 0.0185 × √(0.333 × 0.267) × (18/25) × 0.1228 ≈ 0.0010 microhartree. The upper state is pushed towards the higher LS energy, L = 3, and away from the L = 2 singlet. The negative exchange contribution therefore shrinks, and the splitting rises from 0.0045 to 0.0055.

For the upper 4f pairs, the formula for δ gives

0.0187 × 310²/3000 ≈ 0.60 microhartree.

Their splittings are 0.0055 and 0.042 microhartree, so they remain distinct. Second-order couplings outside the configuration change δ but not this conclusion: with hydrogenic intermediate states it becomes 0.42 when all n′f are added, 0.61 with h states as well, and 0.90 with p states too.

**When the pairs disappear**

A pair is visible if its splitting is small compared with the distance to the nearest level outside it. For 4f the largest such ratio is 0.002 on the j_c = 3/2 core and 0.07 on the j_c = 1/2 core.

For 4d the corresponding ratios are 0.64 and 4.0. The j_c = 1/2 levels, in microhartree and including the common exchange shift from the full p shell, are:

K = 3/2: J = 1 at 2003.6, J = 2 at 1987.5
K = 5/2: J = 2 at 1980.5, J = 3 at 1983.4

The K = 3/2 levels are 16.1 apart, but the lower one is only 4.1 from a K = 5/2 level. No one would pick out these pairs by eye. The labels nevertheless remain good: each of the twelve 4d states has at least 98% of its weight in one jK state. A good K label and a visible pair are different things.

High n shows where the one-configuration model itself breaks down. From 4f to 8f, F2 falls by a factor of 8, following n⁻³, so the one-configuration δ falls by about 64, to 0.009 microhartree. The outer spin-orbit splitting falls only by 8, and G² only by 3.2. In the model the j_c = 1/2 ratio therefore rises from 0.07 to 0.99, although ζ_c/F2 has grown eightfold; on the j_c = 3/2 core it is still only 0.004. The rise is not a prediction for high f levels. At n = 8 the Rydberg spacing, about 0.002 hartree, is smaller than the core splitting, and 8f on j_c = 1/2 lies only 188 microhartree above 10f on j_c = 3/2. Summing the second-order quadrupole shift over all hydrogenic intermediate states gives δ = 0.05 microhartree with f states, 0.08 with f and h, and 0.13 with p as well, and a ratio between 0.05 and 0.14. The full δ varies irregularly with n and can change sign, so the j_c = 1/2 pairs may be obscured at particular n rather than steadily lost.

**What to do in practice**

Judge the two core groups separately. For j_c = 3/2, compare wΔ_J and the outer spin-orbit splitting with the differences of E_d. For j_c = 1/2, compare them with the separation of the two K values. The one-configuration δ gives its order of magnitude only while 3ζ_c/2 is well below the Rydberg spacing 1/n³; otherwise the coupling to other n and l on the j_c = 3/2 core must be included. Use j_c as a label when both V and the singlet shifts Δ_(l±1) are small compared with 3ζ_c/2, since exchange also couples the two core states.

If exchange is not small, diagonalize each J. Put the LS energies, E_d(L) plus Δ_L for the two affected singlets, on a diagonal matrix. Transform it with the two-6j coefficients and add −ζ_c/2 or +ζ_c on the jK diagonal. The matrix is 1×1 for J = l ± 2, 3×3 for J = l ± 1 and 4×4 for J = l. The last splits into two 2×2 blocks of fixed K, because exchange gives it only the common shift. Outer spin-orbit coupling also has elements between different K of the same j_c and J. Its diagonal first-order formula is enough when both ζ_l and exchange are small compared with the separation of different K, so that K stays nearly pure. Once exchange mixes K, the off-diagonal elements contribute already at first order in ζ_l and must be included in the matrix.

The model leaves out configuration mixing, core polarization, and magnetic interactions between the core and the outer electron other than ζ_l. The omitted magnetic terms can be as large as ζ_l. The 4f splittings above therefore illustrate the mechanism and do not predict those of a real atom. The 4d figures also depend on the hydrogenic outer orbital: in a screened neon-like potential with a core polarizability of 1.3 atomic units, G¹/F2 rises from 0.047 to 0.070, the least jK weight drops to 97%, and the two ratios become 1.1 and 7. The numerical check compares the angular formulas with a calculation built from p⁵ determinants.

Computed results

```
core exponent 3.0 1/bohr; zc = 0.0020 Eh
core splitting 1.5 zc = 0.0030 Eh = 658.4 cm^-1
core <r^2> = 0.83333 bohr^2
radial integrals in 1e-6 Eh; k = l-1 and l+1 for exchange
4f: F2=310.0005 G2=0.122824 G4=0.080103 zl=0.009905
  <r^2><r^-3> estimate of F2 = 310.0198 (1e-6 Eh); G2/F2 = 3.962e-04
4d: F2=858.5532 G1=40.616190 G3=23.708357 zl=0.027735
  <r^2><r^-3> estimate of F2 = 868.0556 (1e-6 Eh); G1/F2 = 4.731e-02
8f: F2=38.7463 G2=0.038604 G4=0.025185 zl=0.001238
  <r^2><r^-3> estimate of F2 = 38.7525 (1e-6 Eh); G2/F2 = 9.963e-04
p^5 f coefficients: jc, K, direct energy/F2, singlet weight, moved J
  0.5 2.5 -0.000000 0.333333 2
  0.5 3.5 +0.000000 0.333333 4
  1.5 1.5 -0.160000 0.400000 2
  1.5 2.5 +0.040000 0.266667 2
  1.5 3.5 +0.133333 0.111111 4
  1.5 4.5 -0.066667 0.555556 4
p^5 f, J=4, LS->jK; columns (L,S) = [(4, 0), (3, 1), (4, 1)]
  jc=0.5 K=3.5: -0.577350 +0.500000 +0.645497
  jc=1.5 K=3.5: +0.333333 +0.866025 -0.372678
  jc=1.5 K=4.5: +0.745356 +0.000000 +0.666667
4f: jc K | E(J=K-1/2) E(J=K+1/2) split first-order | least weight
  energies and splittings in 1e-6 Eh, weight dimensionless
  0.5 2.5 | 2000.9908 2000.9963 +0.0055 +0.0045 | 0.99960
  0.5 3.5 | 2000.3670 2000.4088 +0.0418 +0.0419 | 0.99979
  1.5 1.5 | -1049.6667 -1049.5997 +0.0670 +0.0671 | 1.00000
  1.5 2.5 | -988.6680 -988.6638 +0.0043 +0.0053 | 0.99966
  1.5 3.5 | -959.1634 -959.1305 +0.0329 +0.0328 | 0.99985
  1.5 4.5 | -1020.7185 -1020.6987 +0.0198 +0.0198 | 1.00000
4d: jc K | E(J=K-1/2) E(J=K+1/2) split first-order | least weight
  energies and splittings in 1e-6 Eh, weight dimensionless
  0.5 1.5 | 2003.6090 1987.4782 -16.1308 -17.9851 | 0.99675
  0.5 2.5 | 1980.5430 1983.4172 +2.8742 +2.9696 | 0.99898
  1.5 0.5 | -1194.0951 -1178.2484 +15.8468 +18.1071 | 0.98708
  1.5 1.5 | -1010.0006 -1032.1224 -22.1219 -18.0073 | 0.98461
  1.5 2.5 | -902.6477 -901.6374 +1.0103 +0.8817 | 0.99885
  1.5 3.5 | -1066.4952 -1071.3754 -4.8802 -4.9133 | 0.99983
largest pair splitting / distance to nearest outside level
  4f: jc=3/2 0.00232; jc=1/2 0.07182
  4d: jc=3/2 0.64359; jc=1/2 3.97211
  8f: jc=3/2 0.00418; jc=1/2 0.99439
4f: F2 = 68.037 cm^-1; largest pair splitting = 0.01471 cm^-1
```
